# Recoil energy at a fixed angle in elastic recoil detection

## The decision: where does zero depth lie?

A beam of chlorine ions strikes a lithium fluoride crystal, and a detector records the energies of the lithium and fluorine atoms knocked out. To turn these spectra into composition against depth, one must first decide which energy belongs to an atom at the surface. Atoms from below the surface arrive with less energy, so an error in the surface energy becomes an error in every depth. The surface energy is set by collision kinematics.

Let the projectile have mass \(M_1\), velocity \(\mathbf v_0\) and kinetic energy \(E=M_1v_0^2/2\). The target atom has mass \(M_2\) and is at rest. After the collision it has velocity \(\mathbf w\), at laboratory angle \(\phi\) to the beam. I assume for now that speeds are nonrelativistic, that the same two bodies leave, and that no energy goes into excitation. Under these conditions the claim is

\[
E_2=KE,\qquad K=\frac{4M_1M_2}{(M_1+M_2)^2}\cos^2\phi ,\qquad 0\le\phi<90^\circ .
\]

This is the energy just after the collision. It is the detected energy for a surface atom with no absorber in front of the detector.

## Simple case: a head-on collision

On a line, with final projectile velocity \(v_1\), momentum and energy conservation read

\[
M_1(v_0-v_1)=M_2w,\qquad M_1(v_0^2-v_1^2)=M_2w^2 .
\]

If a collision has occurred, \(w\ne0\), and dividing the second equation by the first gives \(v_0+v_1=w\). Substituting \(v_1=w-v_0\) into the first,

\[
M_1(2v_0-w)=M_2w\quad\Rightarrow\quad w=\frac{2M_1}{M_1+M_2}\,v_0 .
\]

Therefore

\[
E_2=\frac{M_2w^2}{2}=\frac{4M_1^2M_2}{(M_1+M_2)^2}\,\frac{v_0^2}{2}=\frac{4M_1M_2}{(M_1+M_2)^2}\,E .
\]

**Limits.** For \(M_1=M_2\) all the energy is transferred. For a very light target, \(w\to2v_0\), but the energy fraction tends to \(4M_2/M_1\), which is small. For a very heavy target the fraction tends to \(4M_1/M_2\), also small.

## General angle

Let \(\mathbf p=p\,\mathbf n\) be the recoil momentum, with \(\mathbf n\) a unit vector at angle \(\phi\) to the beam, and let \(p_0=M_1v_0\). Momentum conservation leaves the projectile with \(\mathbf p_0-p\,\mathbf n\), so energy conservation is

\[
\frac{p_0^2}{2M_1}=\frac{p^2}{2M_2}+\frac{p_0^2-2p_0p\cos\phi+p^2}{2M_1}.
\]

The terms in \(p_0^2\) cancel. With the reduced mass \(\mu=M_1M_2/(M_1+M_2)\), for which \(1/\mu=1/M_1+1/M_2\), the rest is

\[
p\left(\frac{p}{2\mu}-v_0\cos\phi\right)=0 .
\]

The root \(p=0\) describes no collision. The other root is \(p=2\mu v_0\cos\phi\). Since \(p\) is a magnitude, it requires \(\cos\phi>0\): a target initially at rest cannot recoil backwards. The energy is

\[
E_2=\frac{p^2}{2M_2}=\frac{2\mu^2v_0^2\cos^2\phi}{M_2}
=\frac{2M_1^2M_2}{(M_1+M_2)^2}\,\frac{2E}{M_1}\cos^2\phi
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\cos^2\phi .
\]

**Limits.** At \(\phi=0\) the head-on result returns. As \(\phi\to90^\circ\) the energy vanishes because the transferred momentum tends to zero, as it does in a distant, glancing collision.

### The same result in the centre-of-mass frame

The centre of mass moves at \(\mathbf V=M_1\mathbf v_0/(M_1+M_2)\). In its frame the target arrives with velocity \(-\mathbf V\). An elastic collision turns this velocity without changing its length, so \(\mathbf w=\mathbf V+\mathbf w'\) with \(|\mathbf w'|=V\). If the projectile is deflected by \(\theta\) in this frame, the target leaves opposite to it, at angle \(\pi-\theta\) to the beam. The sum of two vectors of equal length bisects the angle between them, hence

\[
\phi=\frac{\pi-\theta}{2},\qquad w=2V\cos\phi .
\]

This again gives \(w=2M_1v_0\cos\phi/(M_1+M_2)\).

The force law has not entered. It determines how many recoils leave at \(\phi\), not their energy. This was tested by integrating Newton's equations for both particles, with potentials \(g\,e^{-r/a}/r\) (repulsive) and \(-g'e^{-r^2/a^2}\) (attractive). The mass pairs were 35 on 7, 35 on 19 and 4 on 28, with impact parameters \(0.2a\), \(0.7a\) and \(1.5a\). The 18 recoils left between 30.9° and 85.2°, and \(E_2/E\) differed from the formula by at most \(4.7\times10^{-11}\).

## Numbers for lithium fluoride

Take 30 MeV chlorine-35 on LiF with the detector at \(\phi=40^\circ\), and use mass numbers as masses. For lithium-7 and fluorine-19,

\[
\frac{4(35)(7)}{42^2}=0.5556,\qquad \frac{4(35)(19)}{54^2}=0.9122 .
\]

Multiplication by \(\cos^2 40^\circ=0.5868\) gives \(K=0.3260\) and \(0.5353\). The surface energies are

\[
E_2(\mathrm{Li})=9.78\ \mathrm{MeV},\qquad E_2(\mathrm F)=16.06\ \mathrm{MeV}.
\]

The two surface edges are 6.28 MeV apart. Fluorine gets more energy because its mass is closer to that of chlorine.

### Does the energy identify the mass?

With \(r=M_2/M_1\), the mass factor is

\[
\frac{4r}{(1+r)^2}=1-\left(\frac{1-r}{1+r}\right)^2 .
\]

It peaks at \(r=1\) and is unchanged by \(r\to1/r\). Masses \(M_2\) and \(M_1^2/M_2\) therefore give the same recoil energy at the same angle. For this beam lithium shares its energy with a mass of 175 u, and fluorine with 64.5 u. A second measurement, such as flight time, separates the members of a pair, because equal energies with unequal masses mean unequal speeds.

The logarithmic slope shows what rounding the masses costs:

\[
\frac{d\ln K}{d\ln r}=1-\frac{2r}{1+r}=\frac{M_1-M_2}{M_1+M_2}.
\]

If the mass ratio is wrong by no more than 0.4 percent, the energy is wrong by no more than about 26 keV for lithium and 19 keV for fluorine. With the isotope masses 34.969, 7.016 and 18.998 u the ratio errors are 0.32 and 0.08 percent. The surface energies rise by about 21 keV for lithium and 4 keV for fluorine, to 9.80 and 16.06 MeV, 6.26 MeV apart. With the rough stopping powers used below, these shifts correspond to about 3.5 nm and 0.3 nm of depth, so nanometre depth work on lithium needs the accurate masses.

### Can scattered chlorine reach the detector?

In the centre-of-mass frame the projectile has speed \(M_2v_0/(M_1+M_2)\) before and after the collision. Its final laboratory velocity is \(\mathbf V\) plus a vector of this length in any direction. For \(M_1>M_2\) that length is less than \(V\), and the largest angle occurs when the resultant is tangent to the circle of possible endpoints:

\[
\sin\theta_{\max}=\frac{M_2/(M_1+M_2)}{M_1/(M_1+M_2)}=\frac{M_2}{M_1}.
\]

The limits are 11.5° for scattering from lithium and 32.9° from fluorine. A detector at 40° therefore receives no chlorine from a single elastic collision with either. Multiple collisions can still send chlorine there, and so can single collisions with impurities heavier than \(M_1\sin40^\circ\), about 22.5 u.

## Generalization: some energy is lost to excitation

Let the collision absorb an energy \(Q\). Adding \(Q\) to the final side of the energy balance gives

\[
\frac{p^2}{2\mu}-pv_0\cos\phi+Q=0,
\]

\[
p=\mu\left[v_0\cos\phi\pm\sqrt{v_0^2\cos^2\phi-\frac{2Q}{\mu}}\right].
\]

The upper sign connects to the elastic recoil. A real root needs \(Q\le E_{\rm cm}\cos^2\phi\), where \(E_{\rm cm}=\mu v_0^2/2\). For \(Q\) far below this bound, expanding the root gives \(p\simeq2\mu v_0\cos\phi-Q/(v_0\cos\phi)\), and to first order

\[
\delta E_2=\frac{p\,\delta p}{M_2}
=-\frac{2\mu v_0\cos\phi}{M_2}\,\frac{Q}{v_0\cos\phi}
=-\frac{2M_1}{M_1+M_2}\,Q .
\]

**Limit.** \(Q\to0\) restores the elastic result. A rough inner-shell excitation energy of 3 keV lowers the lithium recoil by 5.0 keV and the fluorine recoil by 3.9 keV. Both shifts exceed \(Q\) because \(M_1>M_2\). By energy conservation the projectile's final energy then changes by \(-\delta E_2-Q=Q(M_1-M_2)/(M_1+M_2)>0\) relative to the elastic case at the same recoil angle, and the recoil supplies this energy as well as \(Q\).

## Generalization: the target atom moves

Give the target an initial velocity \(\mathbf u\), small compared with \(v_0\) and \(w\). For a target at rest, the result \(w=kv_0\cos\phi\), with \(k=2M_1/(M_1+M_2)\), can be written \(w^2=k\,\mathbf v_0\cdot\mathbf w\). In the frame moving with \(\mathbf u\) the target is at rest, so

\[
|w\mathbf n-\mathbf u|^2=k(\mathbf v_0-\mathbf u)\cdot(w\mathbf n-\mathbf u).
\]

Write \(w=w_0+\delta w\), where \(w_0=kv_0\cos\phi\), and keep first-order terms:

\[
2w_0\,\delta w-2w_0\,\mathbf n\cdot\mathbf u
=kv_0\cos\phi\,\delta w-k\,\mathbf v_0\cdot\mathbf u-kw_0\,\mathbf n\cdot\mathbf u .
\]

The first term on the right is \(w_0\,\delta w\). Dividing by \(w_0\), with \(\mathbf e=\mathbf v_0/v_0\),

\[
\delta w=\left[(2-k)\mathbf n-\frac{\mathbf e}{\cos\phi}\right]\cdot\mathbf u .
\]

For isotropic motion with rms velocity \(s\) along each axis, the variance is \(s^2\) times the squared length of the bracket. Since \(\mathbf n\cdot\mathbf e=\cos\phi\), that squared length is

\[
(2-k)^2-2(2-k)+\frac1{\cos^2\phi}=(1-k)^2+\tan^2\phi .
\]

Here \(1-k=(M_2-M_1)/(M_1+M_2)\). With \(\delta E_2=M_2w_0\,\delta w\), and \(T_1=M_2s^2/2\) the mean kinetic energy per direction,

\[
\sigma_E=2\sqrt{E_2T_1}\sqrt{\left(\frac{M_1-M_2}{M_1+M_2}\right)^2+\tan^2\phi}.
\]

**Limit.** For equal masses and \(\phi=0\) the first-order spread vanishes.

For a lattice oscillator of frequency \(\omega\), the mean energy is \((\hbar\omega/2)\coth(\hbar\omega/2k_BT)\), zero-point part included. Half of it is kinetic, so \(T_1=(\hbar\omega/4)\coth(\hbar\omega/2k_BT)\). A rough phonon energy of 50 meV at 300 K gives 16.7 meV. For lithium,

\[
\sigma_E=2\sqrt{(9.78\times10^6)(0.0167)}\,\sqrt{0.444+0.704}\ \mathrm{eV}\approx0.87\ \mathrm{keV}.
\]

The fluorine value with the same \(T_1\) is 0.92 keV. A single frequency for both atoms is a crude model. In a diatomic lattice the heavier atom carries less zero-point kinetic energy, and a simple diatomic-chain estimate gives about 0.86 keV for lithium and 0.85 keV for fluorine. Both widths are best read as roughly 0.9 keV. A motion of milli-electronvolts matters at the keV scale because it enters through its product with the large recoil energy.

## Generalization: relativistic kinematics

Set \(c=1\) within this derivation. Let \(E_1=M_1+E\) be the projectile's total energy, \(p_1\) its momentum, and \(T_2\) the recoil kinetic energy. The final projectile has energy \(E_1-T_2\) and mass \(M_1\), so

\[
(E_1-T_2)^2-p_1^2+2p_1p\cos\phi-p^2=M_1^2 .
\]

Use \(E_1^2-p_1^2=M_1^2\) and \(p^2=T_2^2+2M_2T_2\). What remains is \(p_1p\cos\phi=(E_1+M_2)T_2\). Squaring and dividing by \(T_2\),

\[
T_2=\frac{2M_2p_1^2\cos^2\phi}{(E_1+M_2)^2-p_1^2\cos^2\phi}.
\]

**Limit.** At low speed \(p_1^2\to2M_1E\), the denominator tends to \((M_1+M_2)^2\), and the earlier formula returns. In the example the relativistic energies are lower by 3.2 keV for lithium and 4.5 keV for fluorine.

## Is the struck atom really free?

The atom belongs to a crystal, and the nuclei might touch. Both points can be judged from the Coulomb orbit. In Gaussian units let \(d_0=Z_1Z_2e^2/E_{\rm cm}\), let \(b\) be the impact parameter and \(\psi\) the polar angle of the relative orbit. Angular momentum and energy conservation give

\[
\dot\psi=\frac{bv_0}{r^2},\qquad \dot r^2=v_0^2\left(1-\frac{d_0}{r}-\frac{b^2}{r^2}\right).
\]

The angle swept from infinity to closest approach is \((\pi-\theta)/2=\phi\). With \(q=1/r\), and \(q_m\) its largest value,

\[
\phi=\int_0^{q_m}\frac{b\,dq}{\sqrt{1-d_0q-b^2q^2}} .
\]

Put \(x=bq+d_0/2b\). The expression under the root becomes \(1+(d_0/2b)^2-x^2\), which vanishes at the upper limit. The integral is then an arcsine:

\[
\phi=\frac\pi2-\arctan\frac{d_0}{2b}\quad\Rightarrow\quad b=\frac{d_0}{2}\tan\phi .
\]

Closest approach satisfies \(r^2-d_0r-b^2=0\), whose positive root is

\[
r_{\min}=\frac{d_0}{2}\left(1+\frac1{\cos\phi}\right).
\]

The centre-of-mass energies are 5.00 MeV for lithium and 10.56 MeV for fluorine, giving \(r_{\min}=16.9\) fm and 24.1 fm. Rough sums of the nuclear radii, from \(1.3A^{1/3}\) fm for each nucleus, are 6.7 fm and 7.7 fm. The nuclei stay well apart, although their electric fields could still excite them. Such an event would need the formula with \(Q\).

The time \(r_{\min}/v_0\) is about \(10^{-21}\) s, against a vibration period of \(8.3\times10^{-14}\) s. The lattice barely moves during the collision, which supports treating the atom as free with the velocity it happens to have.

## From surface energy to depth

Let the beam and the exit path make angles \(\alpha\) and \(\beta\) with the surface, in one plane with the normal, so that \(\phi=\alpha+\beta\). An atom at depth \(d\) is reached after a path \(d/\sin\alpha\) and leaves along \(d/\sin\beta\). With constant stopping powers \(S_1\) for the beam and \(S_2\) for the recoil, the emerging energy is

\[
K\left(E-\frac{S_1d}{\sin\alpha}\right)-\frac{S_2d}{\sin\beta},
\]

and the decrease from the surface value is

\[
\Delta E=\frac{KS_1d}{\sin\alpha}+\frac{S_2d}{\sin\beta}.
\]

The incoming loss is multiplied by \(K\) because it occurs before the collision. **Limit:** \(d=0\) returns the surface energy.

Take \(\alpha=\beta=20^\circ\), \(d=10\) nm, and rough stopping powers of 5 keV/nm for chlorine, 0.4 for lithium and 2 for fluorine. For lithium,

\[
\Delta E=\frac{(0.3260)(5)(10)+(0.4)(10)}{\sin20^\circ}\ \mathrm{keV}\approx59\ \mathrm{keV}.
\]

Fluorine loses about 137 keV.

The detector also accepts a range of angles. Differentiating \(\cos^2\phi\) gives \(dE_2/d\phi=-2E_2\tan\phi\). At fixed beam energy, a half-opening of 0.5° in the scattering plane spreads the surface energy over a full width of 286 keV for lithium and 470 keV for fluorine. Both exceed the shift from 10 nm of depth. Without an angle-dependent correction, this opening would blur a 10 nm layer, even though the two surface edges are 6.28 MeV apart. In a thick crystal the spectra themselves overlap: with the same rough, constant stopping powers, fluorine from a depth of about 460 nm arrives with the energy of surface lithium. This depth is only as good as the stopping powers: a Bethe estimate with effective ion charges moves it to about 390 nm. Energy alone then does not tell the two elements apart.

## Beside a real measurement

Of the shifts and spreads computed above for a single isotope of each element and a depth of 10 nm, the one from the assumed detector opening is the largest. Events with nuclear excitation were not computed and can shift more: the 478 keV level of lithium-7 would lower the recoil by about 0.8 MeV. Natural lithium breaks the single-isotope assumption. It contains a minority of lithium-6, and the logarithmic slope above puts that isotope's surface energy roughly 10 percent, or about 1 MeV, below that of lithium-7. This is more than the spread from the detector opening. Multiple scattering, the statistical spread of energy loss, and detector response are not included, so the widths given here are not a full resolution budget. The numerical output lists the inputs and the effects computed for lithium-7 and fluorine-19.

## Computed results

```
TRAJECTORY TEST (18 collisions, two force laws)
Recoil angles covered: 30.9 to 85.2 degrees
Largest error of E2/E: 4.7e-11 (dimensionless)
Largest error of phi=(pi-theta)/2: 2.0e-10 rad
Sample, masses 35 and 7: phi 67.806 degrees
Sample centre-of-mass angle: 44.388 degrees
Sample E2/E from trajectory: 0.079273
Sample E2/E from formula: 0.079273
INPUTS
Beam: mass number 35, charge number 17, 30.0 MeV
Target mass numbers: Li 7, F 19
Recoil angle: 40.0 degrees
Beam and exit angles to surface: 20.0 degrees each
Detector half-opening: 0.50 degrees
Depth: 10.0 nm; beam stopping (rough): 5.0 keV/nm
Recoil stopping (rough): Li 0.4, F 2.0 keV/nm
Inelastic loss (rough): 3.0 keV
Phonon energy (rough): 50 meV; T = 300 K
Nuclear radius constant (rough): 1.3 fm
Bound on mass-ratio rounding: 0.4 percent
RESULTS
4 M1 M2/(M1+M2)^2: Li 0.5556, F 0.9122 (dimensionless)
cos(phi)^2: 0.5868 (dimensionless)
Kinematic factor K: Li 0.3260, F 0.5353 (dimensionless)
Recoil energy E2: Li 9.780, F 16.059 MeV
Separation of F and Li: 6.279 MeV
Other mass with same E2: Li 175.0, F 64.5 u
Largest beam scattering angle: Li 11.54, F 32.88 degrees
NEGLECTED EFFECTS
Full spread from detector opening: Li 286, F 470 keV
Energy decrease from depth: Li 59, F 137 keV
Energy decrease from inelastic loss: Li 5.00, F 3.89 keV
Rms spread from target motion: Li 0.87, F 0.92 keV
Relativistic minus nonrelativistic E2: Li -3.16, F -4.48 keV
Bound on effect of rounded masses: Li 26, F 19 keV
Target kinetic energy per direction: 16.7 meV
Centre-of-mass energy: Li 5.00, F 10.56 MeV
Closest approach: Li 16.9, F 24.1 fm
Sum of nuclear radii (rough): Li 6.7, F 7.7 fm
Collision time: Li 1.3e-21, F 1.9e-21 s
Lattice vibration period: 8.3e-14 s
```
